# Does a coverage that survives purging lie on a Langmuir plateau?

**The argument under review**

The manuscript considers a precursor dosed onto an oxide at 473 K. The dose is 0.1 s long at 0.1 Torr and fills about 99% of the available sites. A 5 s purge follows, and the coverage is still about 99%. The authors reason as follows: the coverage has stopped rising with dose, a Langmuir isotherm also saturates, and so the retained layer is the equilibrium plateau of intact adsorbed molecules. They then extract an adsorption constant from the plateau height.

The observation is not in dispute; the inference is. A plateau during the dose and survival after it are different facts, taken at different pressures. I first ask what equilibrium predicts when the pressure changes, and then what the extracted constant implies for the purge.

**What equilibrium requires**

Take equivalent sites, each holding at most one intact molecule, with no lateral interaction. Let $D$ be the depth of the adsorption well measured from its bottom, and let the internal motion of the molecule be the same in the gas and on the surface. This last assumption is relaxed below.

A gas molecule of mass $m$ in a volume $V$ has the translational partition function

$$
\frac{V}{(2\pi\hbar)^3}\int d^3P\,e^{-P^2/2mkT}
=\frac{V(2\pi mkT)^{3/2}}{(2\pi\hbar)^3}
=\frac{V}{\Lambda^3},
\qquad
\Lambda=\left(\frac{2\pi\hbar^2}{mkT}\right)^{1/2}.
$$

With the activity $\lambda=e^{\mu/kT}$, a dilute gas contains $\lambda V/\Lambda^3$ molecules. Since $p=NkT/V$, we have $\lambda=p\Lambda^3/kT$.

An empty site has statistical weight 1. A filled site has weight $\lambda q_s e^{D/kT}$, where $q_s$ sums over the vibrations in the well. For a harmonic mode of frequency $\omega_i$,

$$
\sum_{n=0}^{\infty}e^{-(n+1/2)\hbar\omega_i/kT}
=\frac{1}{2\sinh(\hbar\omega_i/2kT)},
$$

and $q_s$ is the product of three such factors. The filled fraction is the filled weight divided by the sum of both weights:

$$
\theta=\frac{Kp}{1+Kp},\qquad
K=\frac{q_s e^{D/kT}\Lambda^3}{kT}.
$$

At fixed $T>0$, $K$ is finite, and $\theta\to Kp\to0$ as $p\to0$. The plateau $\theta\simeq1$ belongs to $Kp\gg1$. The pressure scale that decides whether a surface has been purged, in the thermodynamic sense, is therefore $1/K$, at which half the sites are filled.

Lateral attraction does not rescue the plateau. Let a full shell of $c$ neighbours contribute the energy $w<0$, or $w/c$ per pair. Given its neighbours, a site has filled-to-empty odds no larger than $Kp\,e^{|w|/kT}$, which still vanishes with $p$.

Attraction does move the half-filling pressure. Replace each occupation $n_i$ by $1-n_i'$. The pair sum becomes a constant, minus $c\sum n_i'$, plus the same pair sum in $n_i'$. Each vacancy thus carries the factor $(Kp)^{-1}e^{w/kT}$, where each molecule carried $Kp$. The two descriptions coincide, and $\theta=1/2$, when

$$
Kp=e^{w/2kT}.
$$

For $w=-0.1$ eV the factor is 0.293 at 473 K. The pressure scale falls about threefold, but the limit remains zero.

**The extracted constant contradicts the retention**

Consider a model molecule of mass 72 u with $D=1.05$ eV, two lateral vibration quanta of 4 meV and one normal quantum of 10 meV. Then $kT=0.0408$ eV, $\Lambda=0.00946$ nm and $q_s=422$, which give $K=1.12\times10^3$ Torr$^{-1}$. At the dose pressure,

$$
Kp=1123\times0.1=112.3,\qquad
\theta_0=\frac{112.3}{113.3}=0.991.
$$

This is the constant that the authors' reading of a 99.1% plateau would yield. What does it say about the purge?

The one-way flux of an ideal gas onto a surface is $(p/kT)\sqrt{kT/2\pi m}=p/\sqrt{2\pi mkT}$. With $N_s$ sites per unit area and sticking probability $s$ on an empty site, the filling rate per empty site is

$$
r=\frac{sp}{N_s\sqrt{2\pi mkT}}.
$$

Let $k_d$ be the desorption rate per molecule. At equilibrium filling and emptying balance, $r(1-\theta)=k_d\theta$. Langmuir's law gives $(1-\theta)/\theta=1/Kp$, hence

$$
k_d=\frac{r}{Kp}.
$$

Because $r$ is proportional to $p$, the pressure cancels: $k_d$ is a property of the surface and continues to apply during the purge. I take $s$ and $k_d$ to be independent of coverage.

For $N_s=4\times10^{14}$ cm$^{-2}$ and $s=1$, the filling rate during the dose is $4.76\times10^4$ s$^{-1}$. Therefore

$$
k_d=\frac{4.759\times10^4}{112.3}=424\ \text{s}^{-1},
\qquad
\frac1{k_d}=2.36\ \text{ms}.
$$

If the purge removes every gas molecule at once, no site is refilled and $d\theta/dt=-k_d\theta$. The coverage is $\theta_0e^{-k_dt}$ and reaches 0.01 after 11 ms. The 5 s purge lasts about 2100 molecular lifetimes. The isotherm that explains the plateau thus predicts an empty surface after an ideal purge.

**Could a small sticking probability save the argument?**

At fixed $K$, a barrier to adsorption lowers $s$ and $k_d$ in the same proportion. Slow desorption can then retain molecules, but the dose also becomes slow. The two observed times limit this escape.

Starting from an empty surface, the dose obeys $d\theta/dt=r-(r+k_d)\theta$, so

$$
\theta(t_d)=\frac{r}{r+k_d}\left[1-e^{-(r+k_d)t_d}\right].
$$

Suppose $\theta(t_d)\ge1-\delta$. The prefactor is less than 1, so the bracket must be at least $1-\delta$, and therefore

$$
(r+k_d)t_d\ge\ln\frac1\delta.
$$

If an ideal purge of duration $t_p$ retains at least a fraction $1-\epsilon$ of the layer, then $e^{-k_dt_p}\ge1-\epsilon$, or

$$
k_d\le\frac1{t_p}\ln\frac1{1-\epsilon}.
$$

Dividing the first inequality by $k_d$, inserting the second and using $r/k_d=Kp_{\rm dose}$ gives

$$
1+Kp_{\rm dose}\ge
\frac{t_p\ln(1/\delta)}{t_d\ln[1/(1-\epsilon)]}.
$$

The sticking probability has disappeared. For $\delta=\epsilon=0.01$,

$$
1+Kp_{\rm dose}\ge
\frac{5\times4.605}{0.1\times0.01005}
=2.29\times10^4.
$$

The extracted value, 113, is about 200 times too small. Put differently, filling 99% of the sites in 0.1 s requires $r+k_d\ge46$ s$^{-1}$. With $Kp=112.3$ this means $k_d\ge46/113.3=0.41$ s$^{-1}$, and at most $e^{-2.0}$, or 13%, of the layer survives 5 s. No choice of $s$ reconciles this $K$ with both observations under an ideal purge.

A plateau height near 1 is in any case a poor measure of $K$, because any much larger $K$ gives nearly the same height. The authors could therefore propose stronger molecular binding. At $s=1$, 99% retention needs $k_d=0.01005/5=0.00201$ s$^{-1}$. With the vibrations and sticking held fixed, $k_d\propto e^{-D/kT}$, so the required depth is

$$
1.05+0.0408\ln\frac{424}{0.00201}\simeq1.55\ \text{eV}.
$$

Such a layer is retained kinetically: its equilibrium coverage at zero pressure is still zero, but it has not had time to reach it.

There is a qualification. For this deeper well $1/K=4.2\times10^{-9}$ Torr. At a residual precursor pressure of $10^{-6}$ Torr its equilibrium coverage is 0.996, whereas the 1.05 eV well would have 0.0011. "Vanishing pressure" must mean $p\ll1/K$ at the surface, not merely a pressure far below that of the dose.

**A reaction that gives the same plateau**

Now let the precursor M react with a surface site, leaving a bound fragment and releasing a byproduct L. Here $\theta$ is the fraction of sites that have reacted. For a single reversible step,

$$
\frac{d\theta}{dt}=k_fp_M(1-\theta)-k_rp_L\theta.
$$

Setting the rate to zero gives the equilibrium law

$$
\frac{\theta}{1-\theta}=K_r\frac{p_M}{p_L},
\qquad K_r=\frac{k_f}{k_r}=e^{-\Delta G/kT},
$$

where $\Delta G$ is the reaction free energy with both gases at the same standard pressure. This equilibrium depends on a ratio. If both pressures fall in proportion, the equilibrium coverage does not change. If the precursor vanishes while some byproduct remains, it tends to zero. The zero-pressure statement for intact molecules therefore cannot be carried over without specifying the byproduct.

Choose $\Delta G=-0.5$ eV, so that $K_r=2.1\times10^5$, and an effective reactive sticking of $10^{-3}$, so that $k_fp_M=47.6$ s$^{-1}$ during the dose. With the byproduct held at 0.05 Torr, the reverse rate is

$$
k_rp_L=\frac{47.6}{2.125\times10^5}\times\frac{0.05}{0.1}
=1.12\times10^{-4}\ \text{s}^{-1}.
$$

This is negligible during the dose, and the coverage reaches $1-e^{-4.76}=0.991$. The sticking was chosen to match the molecular case: the two coverages after the dose agree to three digits, although one is an equilibrium value and the other is set by reaction time. Doubling the dose time would raise the exchange coverage to 0.9999 and leave the molecular one at 0.991, a difference of less than 1% that is easily missed in a measured plateau.

During the purge, take the least favourable case in which no precursor remains to repair losses. Let the byproduct decay as $p_{L0}e^{-t/\tau}$. Then $d\ln\theta/dt=-k_rp_{L0}e^{-t/\tau}$, and integration gives

$$
\theta(t)=\theta_0\exp\left[-k_rp_{L0}\tau
\left(1-e^{-t/\tau}\right)\right].
$$

The exponent never exceeds $k_rp_{L0}\tau$ in magnitude. For $\tau=0.2$ s the fractional loss is $2.2\times10^{-5}$. If the byproduct stayed at 0.05 Torr instead, the layer would decay with a lifetime of 2.5 h. "Irreversible" is thus a statement about conditions: the reactant of the reverse step has been removed, and other loss channels, such as decomposition, are assumed to be slow.

**Readsorption in the reactor**

The authors may object that a real purge is not ideal, and they would be right. Desorbed molecules can strike the surface again before they are pumped away. Consider a well-mixed gas of number density $n$ in a volume $V$, with adsorbing area $A$ and pumping speed $S=V/\tau$. Conservation of molecules gives

$$
V\frac{dn}{dt}=-Sn-AN_s\frac{d\theta}{dt}.
$$

If exchange with the surface is fast compared with pumping, the gas is in local equilibrium with the layer: $n=\theta/[KkT(1-\theta)]$. Solving the balance for $dt$ and substituting this $n$ in the surface term,

$$
dt=-\tau\frac{dn}{n}
-\frac{AN_sKkT}{S}\,\frac{1-\theta}{\theta}\,d\theta.
$$

From $K=r/(k_dp)$ and the expression for $r$, the surface coefficient is

$$
\frac{AN_sKkT}{S}
=\frac{As}{Sk_d}\sqrt{\frac{kT}{2\pi m}}
=\frac{\beta}{k_d},\qquad
\beta=\frac{As\bar v}{4S},
$$

because the mean speed is $\bar v=\sqrt{8kT/\pi m}$. Integrating from the end of the dose, with $n/n_0=p/p_0$,

$$
t=\tau\ln\frac{p_0}{p}
+\frac{\beta}{k_d}\left[\ln\frac{\theta_0}{\theta}
-(\theta_0-\theta)\right].
$$

The first term clears the gas left by the dose; the second clears the layer. Local equilibrium requires $\beta(1-\theta)\gg1$, since this product compares recapture on empty sites with removal by the pump.

For $V=1000$ cm$^3$, $A=1000$ cm$^2$ and $\tau=0.2$ s, $\beta=1865$ and $\beta/k_d=4.40$ s. The product $\beta(1-\theta)$ is about 16 at the start and grows as the layer empties. Integrating the gas and surface equations without assuming local equilibrium gives $\theta=0.189$ and $p=2.07\times10^{-4}$ Torr after 5 s. Inserting these values in the formula gives

$$
t\simeq0.2\times6.18+4.40\times(1.657-0.802)
\simeq5.0\ \text{s}.
$$

The formula was also tested against the integrated equations at coverages of 0.5, 0.1 and 0.01; the times agreed within 1%.

In this well-mixed model, readsorption turns an 11 ms emptying into one that takes 18 s to reach 1%. After 5 s, $Kp=0.233$ and $Kp/(1+Kp)=0.189$: the layer is near equilibrium with its own desorbed gas. This does not contradict the zero-pressure limit, because the pressure at the surface has not become small compared with $1/K$. It does show that partial survival, taken alone, is no proof of a chemical bond.

**How close the numbers are to a real process**

The parameters lie in the regime of trimethylaluminium on a hydroxylated oxide, where ligand exchange releases methane. The pressures, times and site density are rough process values. The 1.05 eV well is not a computed adsorption energy; it was chosen to produce a molecular plateau. The reaction energy and reactive sticking are also model choices. Dimerization, several surface species and decomposition are left out.

Two errors in the molecular model can be sized. Replacing the free rotation of a rough rigid molecule by three 5 meV librations multiplies $K$ by 0.018. At fixed depth the plateau would then fail, since $Kp\simeq2$; restoring it takes another 0.16 eV. An uncertainty of 0.1 eV in depth changes $k_d$ by a factor of 12 at fixed sticking. Even in the slower direction the lifetime is only about 27 ms, so the ideal-purge conclusion stands.

Relaxing the assumption of instant gas removal matters more than either of these errors does in an ideal purge: in the well-mixed reactor it changes the molecular coverage after 5 s from practically zero to 0.19. With readsorption the depth matters too, since a well 0.1 eV deeper raises $\beta/k_d$ from 4.4 s to about 51 s; the coverage after 5 s is then about 0.67 instead of 0.19, and for a well 0.1 eV shallower it is practically zero. Mixing across an open 1 cm gap at 1 Torr of carrier gas is fast: the estimated diffusion time is 0.018 s against $\tau=0.2$ s. Mixing along the reactor is not covered by this estimate. If the adsorbing area is one square wall, its side is about 32 cm, and because diffusion time grows as length squared, diffusion over that distance takes about 18 s by the same rough estimate. This mean-free-path estimate is crude: kinetic theory for the precursor in nitrogen or argon gives a diffusion coefficient two to three times larger, which shortens both times in proportion. The slowest diffusive mode along the wall decays $\pi^2$ times faster than length squared over diffusion coefficient suggests, in about 0.6 to 0.8 s with the larger coefficient, which is still three to four times $\tau$. Uniformity along the wall is therefore a model assumption, and the result depends on it. If the purge gas instead flows along this wall, with the same volume and pumping speed, the mean coverage after 5 s is roughly 0.004 to 0.02, depending on the diffusion coefficient and on mixing across the gap, and 1% is reached after about 4 to 6 s. Readsorption still slows the emptying several hundredfold, but the value 0.19 belongs to the well-mixed reactor. Deep, narrow trenches are not covered either; gas trapped there could prolong the purge.

**Recommendation**

The equilibrium assignment should be withdrawn unless the authors show that the precursor pressure at the surface remained at about $100/K$ or higher, because in the Langmuir model an equilibrium coverage of 99% requires $Kp=99$. Otherwise the retained layer is either slow to desorb or chemically converted.

Longer purges would help to separate these cases, provided that readsorption is negligible and the residual precursor pressure is far below $1/K$. The 1.55 eV molecular layer that keeps 99% after 5 s then keeps $0.99^{100}=0.37$ after 500 s. In the well-mixed reactor above it would still keep about 97%, too little change for a clear distinction. The exchange layer, within its model, loses no more than the bounded amount found above. Varying the pumping speed at fixed temperature and dose would expose readsorption if the layer loses a measurable part of its coverage during the purge, and detecting the released byproduct during the dose would support ligand exchange directly. The numerical output lists the model inputs and the main results.

## Calculated quantities

```
Temperature: 473 K
Molecular mass: 72 u
Site density: 4e+14 cm^-2
Molecular well depth: 1.05 eV
Lateral vibration quantum (two modes): 0.004 eV
Normal vibration quantum: 0.01 eV
Molecular sticking on empty site: 1
Dose pressure: 0.1 Torr
Dose time: 0.1 s
Purge time: 5 s
Thermal energy kT: 0.04076 eV
Thermal wavelength: 0.00946 nm
Site vibrational partition function: 421.8
Adsorption constant K: 1123 Torr^-1
K times dose pressure: 112.3
Half-coverage pressure 1/K: 0.0008903 Torr
Molecular coverage after dose: 0.9912
Filling rate on empty sites: 4.759e+04 s^-1
Desorption rate: 423.7 s^-1
Molecular lifetime: 2.36 ms
Purge time / molecular lifetime: 2118
Ideal purge time to coverage 0.01: 10.85 ms
Allowed missing fill and purge loss, each: 0.01
Lower bound on 1+K p_dose: 2.291e+04
Master-equation minimum 1+K p_dose: 2.293e+04
Depth needed for 99% retention: 1.55 eV
1/K at that needed depth: 4.224e-09 Torr
Residual test pressure: 1e-06 Torr
Residual equilibrium coverage, example: 0.001122
Same, needed depth: 0.9958
Exchange reaction free energy: -0.5 eV
Exchange equilibrium constant K_r: 2.125e+05
Exchange sticking: 0.001
Initial byproduct pressure: 0.05 Torr
Exchange filling rate: 47.59 s^-1
Exchange coverage after dose: 0.9914
Initial exchange reverse rate: 0.0001119 s^-1
Exchange fractional purge loss: 2.239e-05
Exchange coverage after purge: 0.9914
Exchange lifetime if byproduct stays: 2.481 h
Reactor volume: 1000 cm^3
Adsorbing reactor area: 1000 cm^2
Gas clearing time tau: 0.2 s
Readsorption number beta: 1865
Reactor molecular coverage after purge: 0.1891
Reactor precursor pressure after purge: 0.0002075 Torr
Reactor time to coverage 0.01: 17.79 s
Full-shell lateral energy: -0.1 eV
Lateral half-pressure factor: 0.2933
Rotation-loss factor in K: 0.0176
Depth shift to offset rotation loss: 0.1647 eV
Well-depth uncertainty tested: 0.1 eV
Rate factor for that uncertainty: 11.63
Carrier pressure for mixing estimate: 1 Torr
Gas gap for mixing estimate: 1 cm
Diffusive mixing time: 0.01824 s
```
